# Counting minima, saddles and maxima on a crystal surface

## Problem

A single adatom moves over a perfect crystal surface. Let $V(x,y)$ be its energy when its height has been relaxed at fixed lateral position $(x,y)$. The surface repeats under two lattice vectors $\mathbf a_1$ and $\mathbf a_2$, and so does $V$. Stable sites are minima of $V$, and the transition states of hops between them are saddle points.

Let $n_{\min}$, $n_{\rm sad}$ and $n_{\max}$ be the numbers of minima, saddles and maxima in one surface cell.

(a) What value must $n_{\min}-n_{\rm sad}+n_{\max}$ have, whatever the details of $V$?

(b) Check the answer for an adatom on fcc(111) and on fcc(100).

(c) On another surface with a square cell and the site symmetry of fcc(100), a search finds that the two bridge sites are minima and the top site is a maximum. The fourfold hollow, which lies between the bridges, is also stationary, and it is entered as the saddle. Can this list be complete?

Assume that $V$ is smooth and that every stationary point is nondegenerate: the matrix of second derivatives $H$ (the Hessian) has $\det H\neq0$ there.

## A tempting solution

Reaction paths run from minimum to minimum over saddles and form a network. Minima are its vertices, paths over saddles are its edges, and each face of the network surrounds a maximum. Euler's formula for polyhedra says that vertices minus edges plus faces equals 2, so

$$n_{\min}-n_{\rm sad}+n_{\max}=2 .$$

The list in (c) has two minima, one saddle and one maximum. Since $2-1+1=2$, it appears to be complete.

## Where it fails

A simple surface contradicts the formula. Take $V=-A(\cos x+\cos y)$ with $A>0$, where $x$ and $y$ are phases that run over $2\pi$ in one cell. Its gradient $(A\sin x,\,A\sin y)$ vanishes at four points per cell, and its Hessian is diagonal with entries $A\cos x$ and $A\cos y$. The point $(0,0)$ is a minimum, $(\pi,0)$ and $(0,\pi)$ are saddles, and $(\pi,\pi)$ is a maximum. The alternating sum is $1-2+1=0$, not 2.

The fault lies in the number 2. It belongs to a network that covers a sphere, as the edges of a polyhedron do. A surface cell is not a sphere. An adatom that leaves through the right edge is, up to a lattice translation, at the matching point of the left edge, and the same holds for the top and bottom edges. Gluing the first pair of edges turns the cell into a tube, and gluing the second pair closes the tube into a torus.

## Solution of (a)

**The Euler characteristic.** Divide a region into vertices, edges and disk-like faces. Its Euler characteristic is

$$\chi=\text{vertices}-\text{edges}+\text{faces}.$$

I use the topological fact that $\chi$ does not depend on the division chosen. A second derivation below does without it.

After gluing, the four corners of the cell are one vertex, its four sides are two edges, and its interior is one face. Therefore

$$\chi_{\rm torus}=1-2+1=0 .$$

Three other values are needed. A disk, divided as one triangle, has $\chi=3-3+1=1$. A line segment has $\chi=2-1=1$. A closed curve has as many edges as vertices, so $\chi=0$.

If regions $P$ and $Q$ are joined along a common part, the cells of that part are counted twice in $\chi(P)+\chi(Q)$. Hence

$$\chi(P\cup Q)=\chi(P)+\chi(Q)-\chi(P\cap Q).$$

**Flooding the landscape.** Let $M_c$ be the part of the torus where $V\le c$, as if water stood at level $c$. Raise $c$ from below the lowest minimum, where $M_c$ is empty and $\chi=0$.

While the level passes no stationary point, the shoreline only shifts. The motion $d\mathbf r/ds=-\nabla V/|\nabla V|^2$ has $dV/ds=\nabla V\cdot d\mathbf r/ds=-1$, so it carries the higher shoreline smoothly onto the lower one. The flooded region is deformed but not torn or joined, and $\chi(M_c)$ stays constant.

Near a stationary point of energy $V_0$, use principal axes $u,w$ of the Hessian:

$$V\approx V_0+\tfrac12\kappa_1u^2+\tfrac12\kappa_2w^2 .$$

Since neither curvature is zero, higher terms do not change the pattern of level curves close to the point. There are three cases.

- *Minimum* ($\kappa_1,\kappa_2>0$). A small new pool appears, which is a separate disk. The change is $\Delta\chi=+1$.
- *Saddle* ($\kappa_1<0<\kappa_2$). Just below $V_0$ there is water on both sides along $u$. Just above $V_0$ a strip of water connects the two sides. The strip is a disk, glued on along two end segments, so $\Delta\chi=1-(1+1)=-1$.
- *Maximum* ($\kappa_1,\kappa_2<0$). Just below $V_0$ a small island remains. Its flooding adds a disk glued on along its whole rim, so $\Delta\chi=1-0=+1$.

Nondegenerate stationary points are isolated, so a cell holds a finite number of them. Points of equal energy have separate neighbourhoods, and their contributions add. When the level is above the highest maximum, $M_c$ is the whole torus. The sum of all changes equals the final value of $\chi$:

$$\boxed{\,n_{\min}-n_{\rm sad}+n_{\max}=\chi_{\rm torus}=0\,}$$

A site on the edge of the drawn cell must be counted once. A top site drawn at all four corners is one site.

**The same result from the gradient.** Follow the direction of $\nabla V$ once counterclockwise around the cell, with the cell placed so that no stationary point lies on its boundary. Opposite edges carry the same gradients and are traversed in opposite senses, so their turns cancel. The total number of turns, called the winding number, is zero.

Now divide the cell into small patches. Each inner edge is traversed twice in opposite senses, so the windings of the patches add up to that of the boundary. In a small patch without a stationary point the direction of $\nabla V$ hardly varies, and the winding is zero. Around a stationary point take $u=\rho\cos t$, $w=\rho\sin t$. To leading order in $\rho$,

$$\nabla V=\rho\,(\kappa_1\cos t,\ \kappa_2\sin t).$$

If $\kappa_1$ and $\kappa_2$ have the same sign, this vector turns once counterclockwise as $t$ grows by $2\pi$, and the winding is $+1$. If the signs differ, one component is reversed and the winding is $-1$. Minima and maxima thus contribute $+1$ and saddles $-1$, and their sum is zero.

## Solution of (b)

**The relaxed surface.** Let $E(x,y,z)$ be the energy at height $z$. The relaxed height $z^*(x,y)$ satisfies $E_z=0$ with $E_{zz}>0$, where subscripts denote derivatives. From $V(x,y)=E(x,y,z^*)$ and the chain rule, with $i,j$ standing for $x$ or $y$,

$$V_i=E_i+E_z\,\partial_iz^*=E_i .$$

Differentiating $E_z=0$ along the surface gives $E_{iz}+E_{zz}\,\partial_iz^*=0$, so $\partial_iz^*=-E_{iz}/E_{zz}$. A second derivative of $V$ is then

$$V_{ij}=E_{ij}+E_{iz}\,\partial_jz^*=E_{ij}-\frac{E_{iz}E_{jz}}{E_{zz}} .$$

As long as $E_{zz}>0$ along one branch $z^*(x,y)$ that extends over the whole cell, the height follows smoothly and $V$ is smooth, as the proof requires. If $E$ has two minima in $z$ and the lower one is taken, $V$ can have a kink where they exchange order, even though $E_{zz}>0$ at both. An example is $E=(z^2-1)^2+0.3\,z\cos x$, where the slope of $V$ jumps from $+0.3$ to $-0.3$ at $x=\pi/2$. The slabs below have a single minimum in $z$ above the surface.

**The model.** The adatom interacts with each atom of a rigid three-layer fcc slab through the Morse energy

$$\phi(r)=D\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right],$$

with the chosen values $D=0.3$ eV, $\alpha=1.4$ Å$^{-1}$ and $r_0=2.8$ Å. The nearest-neighbour distance in the slab is also 2.8 Å. The stationary points were found by Newton's method from 64 starting positions per cell, and the signs of the Hessian eigenvalues give their type. Energies are measured from the lowest minimum of each face.

**fcc(111).** The cell vectors have equal length and enclose 60°. Positions are fractions of $\mathbf a_1$ and $\mathbf a_2$, with a surface atom at $(0,0)$.

| Site | Type | Number | Energy (eV) | Height (Å) |
|---|---|---|---|---|
| hcp hollow | minimum | 1 | 0.0000 | 2.076 |
| fcc hollow | minimum | 1 | 0.0002 | 2.076 |
| bridge | saddle | 3 | 0.0688 | 2.138 |
| top | maximum | 1 | 0.3944 | 2.437 |

The hcp hollow at $(1/3,1/3)$ lies above a second-layer atom, and the fcc hollow at $(2/3,2/3)$ does not. They are different sites and must both be counted. The sum is

$$2-3+1=0 .$$

The saddles are displaced from the geometric bridge midpoints by about 0.0004 Å toward the fcc hollow. A displacement is allowed because no symmetry operation exchanges the two hollows. It does not affect the count.

The flooding can be followed in numbers. Put a grid of $24\times24$ points on the cell, split each mesh into two triangles, and keep the vertices, edges and triangles whose corners are all flooded. At 0.035 eV, between the hollows and the bridges, this gives $\chi=2$: there are two separate pools. At 0.232 eV the three bridges are under water and $\chi=2-3=-1$. This is a torus with one island left out, $0-1=-1$. At 0.434 eV the top site is flooded too, and $\chi=0$.

**fcc(100).** The cell is a square with a surface atom at $(0,0)$.

| Site | Type | Number | Energy (eV) | Height (Å) |
|---|---|---|---|---|
| hollow | minimum | 1 | 0.0000 | 1.769 |
| bridge | saddle | 2 | 0.4174 | 2.150 |
| top | maximum | 1 | 0.7256 | 2.464 |

The sum is

$$1-2+1=0 .$$

In this model the barrier is 0.42 eV on fcc(100) and 0.07 eV on fcc(111), a ratio of $0.4174/0.0688\approx6.1$. The adatom climbs $2.150-1.769=0.381$ Å to the bridge on fcc(100), but $2.138-2.076=0.062$ Å on fcc(111). The counting rule knows nothing of these differences: it constrains the number of transition states, not their energies. The energies themselves belong to a pair potential on a rigid slab, which leaves out substrate relaxation and the many-body part of metallic bonding. Their last digits also depend on the thickness. With seven layers instead of three, the fcc(100) bridge and top rise to 0.4187 and 0.7275 eV, the fcc(100) hollow height falls to 1.767 Å, and the fcc(111) top rises to 0.3947 eV. The types of the listed sites stay the same.

## Solution of (c)

The list cannot be complete, because $2-1+1=2\neq0$. Symmetry shows what is wrong with it. The hollow has a fourfold axis, and a rotation by 90° takes $(x,y)$ into $(-y,x)$. Invariance of the quadratic form $H_{xx}x^2+2H_{xy}xy+H_{yy}y^2$ requires $H_{xx}=H_{yy}$ and $H_{xy}=-H_{xy}=0$. The two curvatures are equal, so a nondegenerate hollow is a minimum or a maximum and cannot be a saddle. With two bridges, the top and the hollow there are at least four extrema. The rule then demands at least four saddles, and the search has missed all of them.

**An explicit surface.** Use phases $x,y$ again, now with the hollow at $(0,0)$ and the top site at $(\pi,\pi)$, and take

$$V=-A(\cos x+\cos y)+B\cos x\cos y,\qquad B>A>0 .$$

The derivatives are

$$V_x=\sin x\,(A-B\cos y),\qquad V_y=\sin y\,(A-B\cos x),$$

$$V_{xx}=\cos x\,(A-B\cos y),\quad V_{yy}=\cos y\,(A-B\cos x),\quad V_{xy}=B\sin x\sin y .$$

If $\sin x=0$, then $\cos x=\pm1$ and $A-B\cos x\neq0$, so $V_y=0$ requires $\sin y=0$. This gives the hollow, the top and two bridges, where $V_{xy}=0$:

- Hollow $(0,0)$: $V_{xx}=V_{yy}=A-B<0$, a maximum with $V=B-2A$.
- Top $(\pi,\pi)$: $V_{xx}=V_{yy}=-(A+B)<0$, a maximum with $V=B+2A$.
- Bridge $(\pi,0)$: $V_{xx}=B-A>0$ and $V_{yy}=A+B>0$, a minimum with $V=-B$. The bridge $(0,\pi)$ is equivalent.

If $\sin x\neq0$, then $V_x=0$ requires $\cos y=A/B$. Now $\sin y\neq0$, so $V_y=0$ requires $\cos x=A/B$. The two signs of $x$ and of $y$ give four points. There $V_{xx}=V_{yy}=0$ and $V_{xy}\neq0$, so $\det H=-V_{xy}^2<0$ and all four are saddles. Their energy is

$$V=-\frac{2A^2}{B}+\frac{A^2}{B}=-\frac{A^2}{B}.$$

The full count is $2-4+2=0$.

**What the missing saddles change.** With $A=0.1$ eV and $B=0.2$ eV the saddles lie at $x,y=\pm60°$. Measured from the bridge minima, their energy is $B-A^2/B=0.20-0.05=0.15$ eV. The hollow lies at $(B-2A)+B=0.20$ eV and the top at $(B+2A)+B=0.60$ eV.

The saddle at $(60°,60°)$ joins neighbouring bridges. Consider steepest descent from it toward larger $x$ and smaller $y$. There $\cos y>A/B$, so $-V_x>0$ and $x$ keeps growing. Also $\cos x<A/B$, so $-V_y<0$ and $y$ keeps falling. The path ends at the bridge $(\pi,0)$. Its mirror image under exchange of $x$ and $y$ ends at $(0,\pi)$.

The hopping barrier is therefore 0.15 eV. Taking the hollow for the transition state would give 0.20 eV. In a rate proportional to $e^{-\text{barrier}/k_BT}$, with the prefactor unchanged, the error is a factor $e^{-0.05\,\text{eV}/k_BT}$, which grows more severe as the temperature falls.

## When the count needs care

**Degenerate points.** At $B=A$ the last surface has $V=-A$ along the whole line $y=0$, as insertion shows. Its stationary points are not isolated and cannot be counted. For $0<B<A$ the hollow is a minimum, the bridges are saddles, and the count is $1-2+1=0$ again.

An isolated degenerate point can still be counted by its winding number. Take $V=\sum_j\sin(\mathbf k_j\cdot\mathbf r)$, in units of its amplitude, with three vectors of equal length $k$ at 120° to each other. Since $\mathbf k_1+\mathbf k_2+\mathbf k_3=0$ is their one linear relation, $\nabla V=\sum_j\mathbf k_j\cos(\mathbf k_j\cdot\mathbf r)$ vanishes when the three cosines are equal. The phases are then equal up to sign, and their sum is zero up to a multiple of 360°. If all three are equal, three times the phase is a multiple of 360°. If one has the opposite sign, the sum is the common phase of the other two, so all are zero. This leaves three points per cell: all phases 0, all 120°, or all $-120°$. The last two are a maximum and a minimum with $V=\pm2.598$.

At the origin $H=0$. With polar coordinates $\rho,t$ measured from $\mathbf k_1$, the linear terms cancel and the cubic terms give $V\approx-\tfrac18k^3\rho^3\cos3t$. Since $\rho^3\cos3t=x^3-3xy^2$, whose gradient is $3\rho^2(\cos2t,-\sin2t)$, the winding is $-2$. Three valleys and three ridges meet at this monkey saddle. Counted as an ordinary saddle it would give $1-1+1=1$; with its winding the sum is $1-2+1=0$.

**The right cell and the right surface.** If the surface reconstructs, the cell must be a repeat cell of the reconstructed structure, and the cell of the ideal surface may be too small. A multiple of the smallest repeat cell also gives zero, since its opposite edges match as well. The energy must also be a single smooth function of $(x,y)$. An exchange event, in which the adatom replaces a surface atom, leaves this energy sheet, and its transition state is not included in the count.

Within these conditions a nonzero sum proves that a list of sites is wrong. A zero sum does not prove it complete, since a missed minimum and a missed saddle cancel.

Numbers in the example were calculated in double precision.
